\section*{Image hopping and k-point choice for defect levels in cubic supercells, part 2}

A point defect with isolated level $\varepsilon_0$ is repeated on a simple-cubic superlattice of side $L=Na$. Wave-function overlap broadens the level into a band $E(\mathbf k)$, with error $\delta(\mathbf k)=E(\mathbf k)-\varepsilon_0$. Images sit at host sites $N\mathbf m$, $\mathbf k$ is in units of $2\pi/L$, and $\theta_i=2\pi k_i$. Numbers are in eV and \AA. The host $H_0$ has nearest-neighbour hopping $-h$ and band bottom $-6h$; each defect adds on-site energy $V<0$. A program checks the formulas against diagonalized supercells.

$G(\mathbf n;E)$ is the element of $(E-H_0)^{-1}$ between sites separated by $\mathbf n$. Primes are $E$-derivatives; $G$, $G'$ and $G''$ are negative, and an omitted energy means $\varepsilon_0$. For the isolated state $\phi$, with binding energy $\Delta=-6h-\varepsilon_0$,
\begin{equation}
G(0;\varepsilon_0)=\frac1V,\qquad V^2\phi(0)^2g=1,\qquad g=-G'(0;\varepsilon_0)>0 .
\label{eq:iso}
\end{equation}
\begin{equation}
G(n,0,0)\simeq-\frac{e^{-\kappa an}}{4\pi hn},\qquad\cosh\kappa a=1+\frac{\Delta}{2h}.
\label{eq:decay}
\end{equation}
In the array, the condition at the defect site is
\begin{equation}
\frac1V=G(0;E)+S(\mathbf k;E),\qquad S=\sum_{\mathbf m\neq0}G(N\mathbf m;E)\cos2\pi\mathbf k\cdot\mathbf m .
\label{eq:sec}
\end{equation}
Expansion about $\varepsilon_0$ gives
\begin{align}
\delta_1&=\frac Sg=\sum_{\mathbf m\neq0}t(\mathbf m)\cos2\pi\mathbf k\cdot\mathbf m,
\qquad t(\mathbf m)=\frac{G(N\mathbf m;\varepsilon_0)}{g},\label{eq:d1}\\
\delta_2&=\frac1g\Big[\tfrac12G''(0)\,\delta_1^2+S'\delta_1\Big].\label{eq:d2}
\end{align}
For a cubic defect $\delta_1=\sum_st_sA_s(\mathbf k)$, where $A_s$ sums the cosines over shell $s$; shells 1 to 4 are $(100)$, $(110)$, $(111)$, $(200)$.

Points $\mathbf k_i$ with weights $w_i$ filter the images by $W(\mathbf m)=\sum_iw_i\cos2\pi\mathbf k_i\cdot\mathbf m$. For a cubic defect, $(\frac14,\frac14,\frac14)$ cancels shells 1 to 3, leaving $-6t_4+12\,t(2,2,0)-\dots$. Averaging over its four inequivalent sign choices gives $W_{1/4}(\mathbf m)=\prod_i\cos\frac{\pi m_i}{2}$. At first order the pair $\Gamma$, $(\frac12,\frac12,\frac12)$ leaves $12t_2+6t_4+\dots$, and the $\Gamma$-centred $2\times2\times2$ mesh leaves $6t_4$; the mean of $\delta_2$ survives in both.

Levels above and below the band are related by
\begin{equation}
E_{+|V|}(\mathbf k)=-E_{-|V|}\big(\mathbf k+N(\tfrac12,\tfrac12,\tfrac12)\big).
\label{eq:mirror}
\end{equation}

\subsection{Dense sampling converges to another number}

Over the full zone $\langle S\rangle=0$, and $\langle\cos2\pi\mathbf k\cdot\mathbf m\,\cos2\pi\mathbf k\cdot\mathbf m'\rangle=\frac12(\delta_{\mathbf m,\mathbf m'}+\delta_{\mathbf m,-\mathbf m'})$ gives $\langle S^2\rangle=\sum G^2$ and $\langle SS'\rangle=\sum GG'$ over $\mathbf m\neq0$. With $\delta_1=S/g$ in Eq.~\eqref{eq:d2},
\begin{equation}
\langle\delta\rangle=\frac1g\Big[\frac{G''(0)}{2g^2}\sum_{\mathbf m\neq0}G(N\mathbf m)^2+\frac1g\sum_{\mathbf m\neq0}G(N\mathbf m)G'(N\mathbf m)\Big]
\label{eq:avg}
\end{equation}
to second order. The first term is negative and the second positive. Differentiating Eq.~\eqref{eq:decay} gives $G'/G\simeq-L\,d\kappa/dE>0$, which grows with $L$, so the second term wins in large cells. The band centre belongs to the periodic array and differs from $\varepsilon_0$ at order $e^{-2\kappa L}$.

\subsection{Defect of low symmetry}

Let the defect occupy sites $0$ and $\mathbf d=(1,1,0)$ with $V_d$ on each. The step that led to Eq.~\eqref{eq:sec} now requires $1/V_d$ to be an eigenvalue of $M_{bb'}=\sum_{\mathbf m}e^{2\pi i\mathbf k\cdot\mathbf m}G(\mathbf b-\mathbf b'-N\mathbf m)$, with $\mathbf b,\mathbf b'\in\{0,\mathbf d\}$. The $\mathbf m=0$ part has eigenvectors $u,w=(1,\pm1)/\sqrt2$ with eigenvalues $G(0)\pm G(\mathbf d)$, and the lower one fixes the level, $G(0)+G(\mathbf d)=1/V_d$. The image part of $u^\dagger Mu$ is half the sum of the four elements, and $g$ is replaced by $g_d=|G'(0)+G'(\mathbf d)|$:
\begin{equation}
t(\mathbf m)=\frac{2G(N\mathbf m)+G(N\mathbf m+\mathbf d)+G(N\mathbf m-\mathbf d)}{2g_d}.
\end{equation}
At $(\frac14,\frac14,\frac14)$ the images of odd index sum have zero cosine individually. The images $\pm(1,1,0)$ have cosine $-1$ and $\pm(1,-1,0)$ have $+1$, while $(1,0,\pm1)$ and $(0,1,\pm1)$ cancel in pairs by the mirror $z\to-z$. The second shell leaves $2[t(1,-1,0)-t(1,1,0)]$, and $(\frac14,-\frac14,\frac14)$ gives the opposite sign. The four-point average removes this term, since $W_{1/4}$ vanishes on each vector.

The off-diagonal element is $w^\dagger Mu=\frac12(M_{0d}-M_{d0})=\frac i2\sum_{\mathbf m}\sin(2\pi\mathbf k\cdot\mathbf m)[G(N\mathbf m+\mathbf d)-G(N\mathbf m-\mathbf d)]$. On the first shell the bracket is equal for $x$ and $y$ and zero for $z$, so the element is proportional to $\sin\theta_x+\sin\theta_y$. It lowers the lower eigenvalue by $|w^\dagger Mu|^2/2|G(\mathbf d)|$ and the level by that amount divided by $g_d$. This term is of order $e^{-2\kappa L}$, acts at $(\frac14,\frac14,\frac14)$, vanishes on the first shell at $(\frac14,-\frac14,\frac14)$, and is not removed by averaging.

\section{How large}

Take round parameters $h=1$~eV, $a=3$~\AA, $V=-5$~eV and $N=6$, that is 216 sites and $L=18$~\AA\ ($34.02$ bohr). Equation~\eqref{eq:iso} gives $\varepsilon_0=-6.4008$~eV, $\Delta=0.4008$~eV and $g=0.065726$~eV$^{-2}$, so $\phi(0)^2=1/(25\times0.065726)=0.6086$. Equation~\eqref{eq:decay} gives $\kappa a=0.6230$, a decay length of $4.82$~\AA, $\kappa L=3.738$ and $e^{-\kappa L}=0.02381$. The asymptotic value $-0.02381/(4\pi\times6)=-3.16\times10^{-4}$~eV$^{-1}$ is 4\% smaller in magnitude than the quadrature value $G(6,0,0)=-3.2958\times10^{-4}$~eV$^{-1}$. Dividing the latter by $g$ gives $t_1=-5.0145$~meV, and likewise $t_2=-0.6583$, $t_3=-0.1554$ and $t_4=-0.0582$~meV. The products $V\phi(0)\phi(N\mathbf m)$ from the eigenvector of a $32^3$ cell agree with $t_1$, $t_2$ and $t_3$ to a relative $4\times10^{-5}$ or better.

At $\Gamma$ four shells give $-30.087-7.900-1.243-0.349=-39.579$~meV. All shells give $S=-2.6488\times10^{-3}$~eV$^{-1}$ and $\delta_1=S/g=-40.30$~meV. With $G''(0)=-0.088882$~eV$^{-3}$ and $S'=-1.3679\times10^{-2}$~eV$^{-2}$,
\begin{align}
\tfrac12G''(0)\delta_1^2&=-0.044441\times(0.04030)^2=-7.22\times10^{-5}\ \mathrm{eV}^{-1},\nonumber\\
S'\delta_1&=1.3679\times10^{-2}\times0.04030=5.513\times10^{-4}\ \mathrm{eV}^{-1},\nonumber
\end{align}
and the sum divided by $g$ is $\delta_2=+7.29$~meV. The total $-33.01$~meV misses the diagonalized shift, $-34.65$~meV ($-1.273\times10^{-3}$ hartree), by 4.7\% of the latter, so the series converges slowly at this size, where $|S'|/g=0.21$. At $N=10$ the sum $-1.60991+0.01859=-1.59132$~meV compares with $-1.59165$~meV. The $N=6$ shift is 8.6\% of $\Delta$. At $(\frac12,\frac12,\frac12)$ the shift is $+25.40$~meV, which lies $60.05$~meV above $\Gamma$.

At the quarter point $-6t_4=0.349$~meV, all shells give $0.3306$~meV, lower as the sign of $12\,t(2,2,0)$ requires, and diagonalization gives $0.3315$~meV ($1.218\times10^{-5}$ hartree). This is smaller than the $\Gamma$ shift by a factor of about 105. Diagonalized shifts in meV are
\begin{center}
\begin{tabular}{crr}
$L$ (\AA) & $\Gamma$ & $(\frac14,\frac14,\frac14)$\\
12 & $-171.6$ & $5.646$\\
18 & $-34.65$ & $0.3315$\\
24 & $-7.247$ & $0.02115$\\
30 & $-1.592$ & $0.00141$
\end{tabular}
\end{center}
The quarter point at 12~\AA\ is already closer to $\varepsilon_0$ than $\Gamma$ at 24~\AA, a cell with eight times as many sites. Removing the $1/L$ prefactor, the $\Gamma$ rate between 24 and 30~\AA\ is $[\ln(7.247/1.592)-\ln1.25]/6=0.215$~\AA$^{-1}$ against $\kappa=0.208$~\AA$^{-1}$, and the quarter-point rate is $0.414$~\AA$^{-1}$ against $2\kappa=0.415$~\AA$^{-1}$.

For $N=6$ the pair gives $(-34.648+25.403)/2=-4.62$~meV, while $12t_2=-7.90$~meV. The mean of the full first-order sums is $(-40.300+23.369)/2=-8.47$~meV, so second and higher orders supply $+3.8$~meV. The $\Gamma$-centred mesh gives $+0.83$~meV, opposite in sign to $6t_4=-0.35$~meV. The program asserts at $N=8$ that $6t_4$ plus the mesh mean of $\delta_2$ reproduces the diagonalized mean within 10\%. The zone average, evaluated by diagonalization on a shifted $4\times4\times4$ mesh, is $0.572$~meV, and Eq.~\eqref{eq:avg} gives $0.604$~meV, 6\% above it. At $N=8$ the values are $0.0365$ and $0.0369$~meV. In both cells the single quarter point lies closer to $\varepsilon_0$ than the zone average does.

The two-site defect with $V_d=-4.5$~eV has $\varepsilon_0=-6.3914$~eV. At $N=12$ the predicted second-shell term is $1.379\times10^{-3}$~meV, the two inequivalent points give $+1.515\times10^{-3}$ and $-1.205\times10^{-3}$~meV, half their difference is $1.360\times10^{-3}$~meV, and the four-point mean is $1.6\times10^{-4}$~meV. At $N=6$ the term is $2(-0.9527+1.2959)=0.686$~meV, but the points give $0.932$ and $-0.144$~meV, a half difference of only $0.538$~meV. The coupling to $w$ accounts for this deficit of $0.148$~meV. The expression $|w^\dagger Mu|^2/(2|G(\mathbf d)|g_d)$, evaluated for this cell (a value the program does not print), lowers the level at $(\frac14,\frac14,\frac14)$ by $0.291$~meV and leaves $(\frac14,-\frac14,\frac14)$ unchanged, so it reduces the half difference by $0.145$~meV. At this size the four-point mean is $0.394$~meV. It is smaller than the error at $(\frac14,\frac14,\frac14)$ but larger in magnitude than the error at $(\frac14,-\frac14,\frac14)$, where the mean and the half difference partly cancel, $0.394-0.538=-0.144$~meV. At $N=12$ the mean is smaller in magnitude than either point, by factors of about 10 and 8.

\section{What to do}

In a simple-cubic cell with a defect of cubic symmetry, the level is read at $(\frac14,\frac14,\frac14)$; the remaining error is of order $e^{-2\kappa L}$, and for an extended defect its sign is not fixed. The wave functions there are complex, whereas they can be chosen real at $\Gamma$ and at $(\frac12,\frac12,\frac12)$. The same holds at every point with $k_i\in\{0,\frac12\}$. Where real wave functions are required, the pair of $\Gamma$ and $(\frac12,\frac12,\frac12)$ removes the first and third shells at first order only and keeps the second. For a cubic defect a better set of two points is $\Gamma$ and $(\frac12,\frac12,0)$ with weights $\frac14$ and $\frac34$. There $A_1=6,-2$ and $A_2=12,-4$ both average to zero, which leaves $8t_3+6t_4+\dots$ and the mean of $\delta_2$. In the example it gives $+0.19$~meV at $N=6$, where these terms partly cancel, and $-0.027$~meV at $N=8$, against $-4.62$ and $-0.80$~meV for the pair (values the program does not print, except $-4.62$). If the defect or its relaxation lowers the symmetry, the four-point star is used, reduced only by operations that the defect retains; the mirror reduced it to two points above. For another superlattice the condition $W=0$ has to be solved again on its own shells.

The dispersion can be measured in the same cell. With only the first shell kept, $E(\frac12,\frac12,\frac12)-E(\Gamma)=-12t_1$, and the example gives $60.05/12=5.00$~meV against $|t_1|=5.01$~meV. This closeness results from a cancellation. The full first-order difference is $23.369+40.300=63.67$~meV, which is $3.5$~meV above $12|t_1|=60.17$~meV, and the higher orders remove $3.6$~meV. Either correction alone would change the estimate of $|t_1|$ by about 6\%. As long as the first shell dominates $\delta(\Gamma)$, the sign of this difference also tells on which side of the level $\Gamma$ lies, which Eq.~\eqref{eq:mirror} shows cannot be assumed.

The gain rests on $e^{-\kappa L}\ll1$. As $\Delta\to0$ at fixed $L$, $\kappa L\to0$, the shells are no longer ordered by an exponentially small factor and the expansion in $\delta$ fails, so the estimates above apply only after the cell is enlarged until $\kappa L$ is again large. A degenerate level needs a hopping matrix in place of $t(\mathbf m)$, and cancelling star sums no longer suffices. If the defect band is partly filled and occupied by energy, electrons collect near its minimum and the weights are no longer the $w_i$ assumed in $W$; the occupation per spin should be held equal at all points. The results concern a one-electron level in a fixed potential. Total energies also contain the shifts of the host states and the self-consistent response of the density, which this model does not compute.

\section*{Numbers as computed}
\begin{verbatim}
h = 1.0 eV, a = 3.0 angstrom, V = -5.0 eV
N = 6, sites = 216, L = 18.0 angstrom = 34.02 bohr
eps0 = -6.400791 eV, Delta = 0.400791 eV
kappa*a = 0.62296, kappa = 0.20765 1/angstrom, 1/kappa = 4.816 angstrom
kappa*L = 3.7377, exp(-kappa L) = 0.02381
g = 0.065726 1/eV^2, G''(0) = -0.088882 1/eV^3, phi(0)^2 = 0.60859
V phi(0) phi(R)/t from 32^3 cell, shells 1-3: 1.000001 1.000008 1.000032
shell 1: G = -3.2958e-04 1/eV, t = -5.0145 meV
shell 1: A(Gamma) = 6, A*t = -30.087 meV, A(1/4) = 0
shell 2: G = -4.3268e-05 1/eV, t = -0.6583 meV
shell 2: A(Gamma) = 12, A*t = -7.900 meV, A(1/4) = 0
shell 3: G = -1.0216e-05 1/eV, t = -0.1554 meV
shell 3: A(Gamma) = 8, A*t = -1.243 meV, A(1/4) = 0
shell 4: G = -3.8221e-06 1/eV, t = -0.0582 meV
shell 4: A(Gamma) = 6, A*t = -0.349 meV, A(1/4) = -6
Gamma: four-shell sum = -39.579 meV, d1 = -40.300 meV
Gamma: S = -2.6488e-03 1/eV, S' = -1.3679e-02 1/eV^2
Gamma: d2 = 7.289 meV, d1+d2 = -33.011 meV
Gamma: diagonalized shift = -34.648 meV = -1.2733e-03 hartree
(1/2,1/2,1/2): d1 = 23.369 meV, diagonalized = 25.403 meV
E(1/2,1/2,1/2)-E(Gamma) = 60.051 meV
1/4 point: -6 t4 = 0.3489 meV, d1 = 0.3306 meV
1/4 point: diagonalized shift = 0.3315 meV = 1.2181e-05 hartree
|Gamma shift / quarter shift| = 104.5
pair Gamma+(1/2,1/2,1/2): 12 t2 = -7.900 meV, diagonalized = -4.622 meV
Gamma-centred 2x2x2: 6 t4 = -0.3489 meV, diagonalized = 0.8305 meV
zone average N=6: formula = 0.6041 meV, diagonalized = 0.5720 meV
zone average N=8: formula = 0.03692 meV, diagonalized = 0.03653 meV
N = 4, L = 12 angstrom: Gamma -171.594 meV, 1/4 point 5.64611 meV
N = 8, L = 24 angstrom: Gamma -7.247 meV, 1/4 point 0.02115 meV
N = 10, L = 30 angstrom: Gamma -1.592 meV, 1/4 point 0.00141 meV
N=10 Gamma: d1 = -1.60991 meV, d2 = 0.01859 meV, diag = -1.59165 meV
decay rate N=8->10: Gamma 0.2154 1/angstrom (kappa 0.2077)
decay rate N=8->10: 1/4 point 0.4137 1/angstrom (2 kappa 0.4153)
V = +5.0 eV, level 6.400791 eV: Gamma shift N=5 -57.078 meV, N=6 34.648 meV
dimer: V = -4.5 eV per site, eps0 = -6.391441 eV
dimer N=6: t(1,1,0) = -1.2959 meV, t(1,-1,0) = -0.9527 meV
dimer N=6: (+++) 0.9321 meV, (+-+) -0.1439 meV, mean of 4 0.3941 meV
dimer N=12: 2[t(1,-1,0)-t(1,1,0)] = 1.3786e-03 meV
dimer N=12: (+++) 1.5153e-03 meV, (+-+) -1.2045e-03 meV, mean 1.5541e-04 meV
\end{verbatim}
